# Acoustic Deformation-Potential Scattering and the Temperature Dependence of Mobility: test program

```python
"""
Result under test: elastic acoustic deformation-potential scattering in 3D,
  1/tau(E) = sqrt(2) m^(3/2) D^2 kT sqrt(E) / (pi hbar^4 rho v^2),
and the nondegenerate mobility
  mu = 2 sqrt(2 pi) e hbar^4 rho v^2 / (3 m^(5/2) D^2 (kT)^(3/2)).
m: effective mass, D: deformation potential, rho: mass density,
v: longitudinal sound speed, E: carrier energy, T: temperature.
The formulas are compared with state sums and with a Boltzmann solution that
keep the true phonon energies and Bose occupations.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, gamma

hbar, kB, e = const.hbar, const.k, const.e
mass = 0.3 * const.m_e
D = 8.0 * e
rho = 2500.0
sound = 8000.0
T0 = 300.0


def density_of_states(E):
    """States per energy and volume for one spin."""
    return (2 * mass)**1.5 * np.sqrt(E) / (4 * np.pi**2 * hbar**3)


def elastic_rate(E, T):
    return (np.sqrt(2) * mass**1.5 * D**2 * kB * T * np.sqrt(E)
            / (np.pi * hbar**4 * rho * sound**2))


def closed_mobility(T):
    return (2 * np.sqrt(2 * np.pi) * e * hbar**4 * rho * sound**2
            / (3 * mass**2.5 * D**2 * (kB * T)**1.5))


def oscillator_transition_sum(theta):
    """Thermal sum of |<n+-1|x|n>|^2 from a grid Hamiltonian.
    x is in units sqrt(hbar/(M omega)); theta = hbar omega / kT."""
    x = np.linspace(-13, 13, 1801)
    h = x[1] - x[0]
    levels, states = eigh_tridiagonal(
        1 / h**2 + x**2 / 2, np.full(x.size - 1, -0.5 / h**2),
        select='i', select_range=(0, 50))
    elements = (states.T @ (x[:, None] * states))**2
    weights = np.exp(-theta * (levels - levels[0]))
    weights /= weights.sum()
    up = np.diag(elements, 1)
    return np.sum(weights[:-1] * up) + np.sum(weights[1:] * up)


def chain_strain_ratio():
    """Classical thermal strain of a periodic chain at its smallest q,
    divided by kT/(line density * sound speed^2 * length)."""
    n, spring, spacing, atom_mass, kT = 64, 1.7, 0.8, 2.3, 1.3
    shift = np.roll(np.eye(n), 1, axis=1)
    difference = shift - np.eye(n)
    stiffness = spring * difference.T @ difference
    covariance = kT * np.linalg.pinv(stiffness, rcond=1e-10)
    q = 2 * np.pi / (n * spacing)
    wave = np.exp(-1j * q * spacing * np.arange(n)) / n
    row = wave @ difference / spacing
    variance = (row @ covariance @ row.conj()).real
    omega = np.sqrt(np.linalg.eigvalsh(stiffness)[1] / atom_mass)
    speed = omega / q
    return variance / (kT / (atom_mass / spacing * speed**2 * n * spacing))


def counted_dos_ratio():
    """Count plane waves of a periodic cube in a window around E = kT."""
    E = kB * T0
    k = np.sqrt(2 * mass * E) / hbar
    radius = 40.3
    length = 2 * np.pi * radius / k
    i = np.arange(-46, 47)
    n2 = (i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2)
    energy = (2 * np.pi * hbar / length)**2 * n2 / (2 * mass)
    count = np.sum((energy > 0.8 * E) & (energy <= 1.2 * E))
    return count / (length**3 * 0.4 * E * density_of_states(E))


def summed_rates(E, T, n=120):
    """Golden-rule sum over final wavevectors with inelastic energies.
    Returns the total rate and the momentum-loss rate."""
    k = np.sqrt(2 * mass * E) / hbar
    edge = 1.3
    h = 2 * edge / n
    a = -edge + h * (np.arange(n) + 0.5)
    x, y, z = a[:, None, None], a[None, :, None], a[None, None, :]
    r2 = x**2 + y**2 + z**2
    q = k * np.sqrt(x**2 + y**2 + (z - 1)**2)
    phonon = hbar * sound * q
    bose = 1 / np.expm1(phonon / (kB * T))
    width = 0.05 * E
    total = loss = 0.0
    for sign, occupation in ((1, bose), (-1, bose + 1)):
        mismatch = (E * r2 - E - sign * phonon) / width
        delta = np.exp(-mismatch**2 / 2) / (np.sqrt(2 * np.pi) * width)
        squared = D**2 * hbar * q / (2 * rho * sound) * occupation
        term = (2 * np.pi / hbar * squared * delta
                * (k * h)**3 / (2 * np.pi)**3)
        total += term.sum()
        loss += (term * (1 - z)).sum()
    return total, loss


nodes, node_weights = np.polynomial.legendre.leggauss(60)


def boltzmann_mobility(T, n=200):
    """Solve the linearized inelastic Boltzmann equation.
    Wavevectors are in units of sqrt(2 m kT)/hbar; phi is the directed
    free path, including the in-scattering term."""
    kt = np.sqrt(2 * mass * kB * T) / hbar
    s = mass * sound / (hbar * kt)
    alpha = hbar * sound * kt / (kB * T)
    h = 5.5 / n
    p = h * (np.arange(n) + 0.5)
    scale = D**2 * mass * kt**2 / (4 * np.pi * rho * sound * hbar**2)
    matrix = np.zeros((n, n))
    for i, pi in enumerate(p):
        for sign in (1, -1):
            low = max(0.0, 2 * s - 2 * pi) if sign == 1 else 0.0
            high = 2 * pi + 2 * sign * s
            if high <= low:
                continue
            q = low + (high - low) * (nodes + 1) / 2
            w = node_weights * (high - low) / 2
            occupation = 1 / np.expm1(alpha * q) + (sign == -1)
            final = np.sqrt(pi**2 + 2 * sign * s * q)
            cosine = (pi**2 + final**2 - q**2) / (2 * pi * final)
            rate = scale * w * q**2 * occupation / pi
            matrix[i, i] += rate.sum()
            place = np.clip(final / h - 0.5, 0, n - 1.000001)
            left = place.astype(int)
            part = place - left
            np.add.at(matrix[i], left, -rate * cosine * (1 - part))
            np.add.at(matrix[i], left + 1, -rate * cosine * part)
    velocity = hbar * kt * p / mass
    phi = np.linalg.solve(matrix, velocity)
    weight = p**2 * np.exp(-p**2)
    return e / (3 * kB * T) * np.sum(weight * velocity * phi) / weight.sum()


def local_exponent(function, T):
    step = 1.02
    return (np.log(function(T * step) / function(T / step))
            / (2 * np.log(step)))


def fermi_mobility(theta, density):
    """Relative mobility at fixed density, with tau ~ 1/(theta sqrt(E)).
    Energies and theta are in units of k times the reference temperature."""
    du = 0.002
    u = du * (np.arange(4000) + 0.5)
    E = u**2
    measure = 2 * u * du

    def excess(chem):
        filled = np.sum(measure * np.sqrt(E) * expit((chem - E) / theta))
        return np.log(filled / density)

    chem = brentq(excess, -30, 40)
    f = expit((chem - E) / theta)
    slope = f * expit((E - chem) / theta) / theta
    tau = 1 / (theta * np.sqrt(E))
    return (np.sum(measure * E**1.5 * tau * slope)
            / np.sum(measure * E**1.5 * slope))


# Phonon matrix elements and equipartition
theta = 0.2 * 2.5
transition = oscillator_transition_sum(theta)
bose_value = 1 / np.expm1(theta) + 0.5
assert abs(transition / bose_value - 1) < 1e-3
assert abs(transition * theta - 1) < 0.03
strain_ratio = chain_strain_ratio()
assert abs(strain_ratio - 1) < 2e-3

# Density of states, by counting
dos_ratio = counted_dos_ratio()
assert abs(dos_ratio - 1) < 0.01

# Scattering and momentum-loss rates at two energies and temperatures
E0 = kB * T0
sum_a = summed_rates(E0, T0)
E1, T1 = 3 * kB * 200.0, 200.0
sum_b = summed_rates(E1, T1)
ratios_a = [value / elastic_rate(E0, T0) for value in sum_a]
ratios_b = [value / elastic_rate(E1, T1) for value in sum_b]
assert max(abs(r - 1) for r in ratios_a + ratios_b) < 0.02

# Thermal average of tau from direct quadrature
du = 0.001
u = du * (np.arange(7000) + 0.5)
boltz = np.exp(-u**2) * 2 * u * du
tau_values = 1 / elastic_rate(u**2 * kB * T0, T0)
tau_average = (np.sum(boltz * u**3 * tau_values)
               / np.sum(boltz * u**3))
tau_thermal = 1 / elastic_rate(E0, T0)
average_factor = gamma(2) / gamma(2.5)
assert abs(tau_average / tau_thermal / average_factor - 1) < 1e-4
assert abs(e * tau_average / mass / closed_mobility(T0) - 1) < 1e-4

# Mobility and exponent from the inelastic Boltzmann equation
temperatures = [10.0, 30.0, 100.0, 300.0, 600.0]
full = [boltzmann_mobility(T) for T in temperatures]
full_ratio = [m / closed_mobility(T) for m, T in zip(full, temperatures)]
exponents = [local_exponent(boltzmann_mobility, T) for T in temperatures]
assert abs(full_ratio[3] - 1) < 0.02
assert abs(exponents[3] + 1.5) < 0.02
assert abs(full_ratio[0] - 1) > 5 * abs(full_ratio[3] - 1)

# Fixed-density exponents for dilute and degenerate carriers
dilute_density = gamma(1.5) * np.exp(-8.0)
fermi_ratio = 20.0
degenerate_density = 2 / 3 * fermi_ratio**1.5
dilute_exp = local_exponent(lambda t: fermi_mobility(t, dilute_density), 1.0)
degenerate_exp = local_exponent(
    lambda t: fermi_mobility(t, degenerate_density), 1.0)
assert abs(dilute_exp + 1.5) < 0.005
assert abs(degenerate_exp + 1.0) < 0.03

# Mean free path and its route to the mobility
k0 = np.sqrt(2 * mass * E0) / hbar
speed0 = hbar * k0 / mass
free_path = speed0 * tau_thermal
mean_speed = (np.sum(boltz * u * u * speed0) / np.sum(boltz * u))
path_mobility = e * free_path * mean_speed / (3 * kB * T0)
assert abs(path_mobility / closed_mobility(T0) - 1) < 1e-4

print(f"effective mass: {mass / const.m_e:.2f} electron masses")
print(f"deformation potential: {D / e:.1f} eV")
print(f"mass density: {rho:.0f} kg/m^3")
print(f"longitudinal sound speed: {sound:.0f} m/s")
print(f"temperature: {T0:.0f} K")
print(f"elastic constant rho v^2: {rho * sound**2 / 1e9:.1f} GPa")
print(f"thermal energy kT: {E0 / e * 1e3:.3f} meV")
print(f"wavevector at E=kT: {k0 * 1e-9:.4f} nm^-1")
print(f"carrier speed at E=kT: {speed0:.4e} m/s")
print(f"phonon energy at q=2k: {2 * hbar * sound * k0 / e * 1e3:.3f} meV")
print(f"phonon energy / kT: {2 * hbar * sound * k0 / E0:.4f}")
print(f"m v^2/2 (v = sound): {mass * sound**2 / 2 / e * 1e3:.4f} meV")
dos_units = density_of_states(E0) * e * 1e-27
print(f"one-spin DOS at E=kT: {dos_units:.5f} eV^-1 nm^-3")
print(f"elastic rate at E=kT: {elastic_rate(E0, T0):.4e} s^-1")
print(f"tau at E=kT: {tau_thermal * 1e12:.4f} ps")
print(f"average factor: {average_factor:.5f}")
print(f"averaged tau: {tau_average * 1e12:.4f} ps")
print(f"mean free path: {free_path * 1e9:.2f} nm")
print(f"mean thermal speed: {mean_speed:.4e} m/s")
print(f"mobility: {closed_mobility(T0):.4f} m^2/(V s)")
print(f"mobility: {closed_mobility(T0) * 1e4:.0f} cm^2/(V s)")
print(f"oscillator test, hbar omega/kT: {theta:.2f}")
print(f"oscillator transition sum: {transition:.5f}")
print(f"Bose value N+1/2: {bose_value:.5f}")
print(f"equipartition value kT/(hbar omega): {1 / theta:.5f}")
print(f"chain strain / equipartition: {strain_ratio:.5f}")
print(f"counted DOS / formula: {dos_ratio:.5f}")
print("state sum / elastic rate (total, momentum loss):")
print(f"  E=kT, T=300 K: {ratios_a[0]:.4f}, {ratios_a[1]:.4f}")
print(f"  E=3kT, T=200 K: {ratios_b[0]:.4f}, {ratios_b[1]:.4f}")
print("T (K), closed mobility (m^2/(V s)), inelastic/closed, exponent:")
for T, ratio, power in zip(temperatures, full_ratio, exponents):
    print(f"  {T:.0f}, {closed_mobility(T):.4f}, {ratio:.4f}, {power:.4f}")
print(f"fixed-density exponent, dilute: {dilute_exp:.4f}")
print(f"degenerate case, Fermi energy / kT: {fermi_ratio:.0f}")
print(f"fixed-density exponent, degenerate: {degenerate_exp:.4f}")
print("finished without a failed check")
```

Output:

```
effective mass: 0.30 electron masses
deformation potential: 8.0 eV
mass density: 2500 kg/m^3
longitudinal sound speed: 8000 m/s
temperature: 300 K
elastic constant rho v^2: 160.0 GPa
thermal energy kT: 25.852 meV
wavevector at E=kT: 0.4512 nm^-1
carrier speed at E=kT: 1.7411e+05 m/s
phonon energy at q=2k: 4.752 meV
phonon energy / kT: 0.1838
m v^2/2 (v = sound): 0.0546 meV
one-spin DOS at E=kT: 0.08999 eV^-1 nm^-3
elastic rate at E=kT: 1.4232e+12 s^-1
tau at E=kT: 0.7026 ps
average factor: 0.75225
averaged tau: 0.5286 ps
mean free path: 122.33 nm
mean thermal speed: 1.9646e+05 m/s
mobility: 0.3099 m^2/(V s)
mobility: 3099 cm^2/(V s)
oscillator test, hbar omega/kT: 0.50
oscillator transition sum: 2.04149
Bose value N+1/2: 2.04149
equipartition value kT/(hbar omega): 2.00000
chain strain / equipartition: 0.99920
counted DOS / formula: 0.99762
state sum / elastic rate (total, momentum loss):
  E=kT, T=300 K: 0.9948, 0.9931
  E=3kT, T=200 K: 0.9944, 0.9913
T (K), closed mobility (m^2/(V s)), inelastic/closed, exponent:
  10, 50.9193, 1.1853, -1.6763
  30, 9.7994, 1.0567, -1.5560
  100, 1.6102, 1.0165, -1.5164
  300, 0.3099, 1.0054, -1.5054
  600, 0.1096, 1.0027, -1.5027
fixed-density exponent, dilute: -1.4999
degenerate case, Fermi energy / kT: 20
fixed-density exponent, degenerate: -1.0042
finished without a failed check
```
